# Electronegativity equalisation: bordered equations, stability and Coulomb shielding: test program

```python
"""
Electronegativity equalisation as a bordered linear system (atomic units).
Energy: E(q) = sum_i (chi_i q_i + eta_i q_i^2/2) + sum_{i<j} J_ij q_i q_j,
with sum_i q_i = Q. q: net atomic charges, chi: electronegativities,
eta: hardnesses, J: Coulomb terms, H: matrix with diagonal eta and
off-diagonal J, mu: electronic chemical potential.
Result under test: [[H,1],[1^T,0]] (q,mu) = (-chi,Q) gives the minimum
exactly when H is positive definite on neutral shifts. Bare 1/R terms lose
this at short range; Coulomb integrals of atomic densities keep it.
"""
import numpy as np
from scipy.constants import physical_constants
from scipy.linalg import eigh, null_space
from scipy.optimize import brentq, minimize
from scipy.special import erf

HARTREE_EV = physical_constants["Hartree energy in eV"][0]


def distances(positions):
    return np.linalg.norm(positions[:, None] - positions[None, :], axis=2)


def gaussian_widths(eta):
    return 1.0 / (np.sqrt(np.pi) * eta)


def hardness_matrix(positions, eta, shielded):
    R = distances(positions)
    np.fill_diagonal(R, 1.0)
    H = 1.0 / R
    if shielded:
        s2 = gaussian_widths(eta) ** 2
        H = erf(R / np.sqrt(2 * (s2[:, None] + s2[None, :]))) / R
    np.fill_diagonal(H, eta)
    return H


def bordered(H):
    n = len(H)
    K = np.zeros((n + 1, n + 1))
    K[:n, :n] = H
    K[:n, n] = K[n, :n] = 1.0
    return K


def solve_charges(H, chi, Q=0.0):
    x = np.linalg.solve(bordered(H), np.append(-chi, Q))
    return x[:-1], x[-1]


def reduced(H):
    Z = null_space(np.ones((1, len(H))))
    return Z.T @ H @ Z


def energy(q, chi, H):
    """Explicit sum over atoms and pairs."""
    total = 0.0
    for i in range(len(q)):
        total += chi[i] * q[i] + 0.5 * H[i, i] * q[i] ** 2
        for j in range(i):
            total += H[i, j] * q[i] * q[j]
    return total


def coulomb_quadrature(si, sj, R):
    """Real-space Coulomb integral of two unit Gaussians, shell theorem."""
    x, w = np.polynomial.legendre.leggauss(60)

    def density(r, s):
        return np.exp(-r**2 / (2 * s**2)) / (2 * np.pi * s**2) ** 1.5

    r, wr = 4.5 * si * (x + 1), 4.5 * si * w
    rr, cc = np.meshgrid(r, x, indexing="ij")
    t = np.sqrt(np.maximum(rr**2 + R**2 - 2 * rr * R * cc, 0.0))[..., None]
    u = t * (x + 1) / 2
    inside = np.sum(4 * np.pi * u**2 * density(u, sj) * w, axis=2) / 2
    u = t + 5 * sj * (x + 1)
    outside = np.sum(4 * np.pi * u * density(u, sj) * w, axis=2) * 5 * sj
    weight = 2 * np.pi * (r**2 * density(r, si) * wr)[:, None] * w[None, :]
    return np.sum(weight * (inside + outside))


def fourier_form(d, positions, sigma):
    """(1/2 pi^2) * integral over k of |total density(k)|^2 / k^2."""
    x, w = np.polynomial.legendre.leggauss(80)
    kmax = 10.0 / sigma.min()
    k, wk = kmax * (x + 1) / 2, kmax * w / 2
    c, wc = np.polynomial.legendre.leggauss(40)
    phi = 2 * np.pi * np.arange(80) / 80
    sine = np.sqrt(1 - c**2)
    directions = np.stack([np.outer(sine, np.cos(phi)),
                           np.outer(sine, np.sin(phi)),
                           np.outer(c, np.ones(80))], axis=-1)
    total = 0.0
    for ki, wi in zip(k, wk):
        phase = np.exp(-1j * ki * (directions @ positions.T))
        amplitude = phase @ (d * np.exp(-(ki * sigma) ** 2 / 2))
        sphere = np.sum(wc[:, None] * np.abs(amplitude) ** 2) * 2 * np.pi / 80
        total += wi * sphere
    return total / (2 * np.pi**2)


# ---------- model molecule A-B-C ----------
names = "ABC"
chi = np.array([0.20, 0.15, 0.18])
eta = np.array([0.50, 0.40, 0.60])
pos = np.array([[1.8, 0.0, 0.0], [0.0, 0.0, 0.0], [0.0, 2.4, 0.0]])
sigma = gaussian_widths(eta)
R = distances(pos)
pairs = [(0, 1), (1, 2), (0, 2)]
Hs = hardness_matrix(pos, eta, True)
Hb = hardness_matrix(pos, eta, False)

# Gaussian Coulomb formula and self-repulsion against real-space quadrature
for i in range(3):
    for j in range(3):
        value = coulomb_quadrature(sigma[i], sigma[j], R[i, j])
        assert abs(value - Hs[i, j]) < 1e-7

# Shielded solution against direct minimisation of the explicit energy
q, mu = solve_charges(Hs, chi)
search = minimize(lambda y: energy([y[0], -y[0] - y[1], y[1]], chi, Hs),
                  [0.0, 0.0], method="Nelder-Mead",
                  options={"xatol": 1e-9, "fatol": 1e-15, "maxiter": 2000})
assert np.allclose([search.x[0], search.x[1]], [q[0], q[2]], atol=1e-5)
E_min = energy(q, chi, Hs)
assert abs(E_min - 0.5 * chi @ q) < 1e-12

# Equal electronegativities, and mu as minus the slope of E_min with Q
step = 1e-3
slopes = np.array([(energy(q + step * e, chi, Hs)
                    - energy(q - step * e, chi, Hs)) / (2 * step)
                   for e in np.eye(3)])
assert np.allclose(slopes, -mu, atol=1e-10)
E_plus = energy(solve_charges(Hs, chi, step)[0], chi, Hs)
E_minus = energy(solve_charges(Hs, chi, -step)[0], chi, Hs)
assert abs((E_plus - E_minus) / (2 * step) + mu) < 1e-10

# Positivity as a Fourier integral of a squared density
form = q @ Hs @ q
assert abs(fourier_form(q, pos, sigma) - form) < 1e-7

# Determinant and inertia of the bordered matrix
rng = np.random.default_rng(7)
for n in (2, 3, 5, 6):
    A = rng.normal(size=(n, n))
    A = A + A.T
    dK, dM = np.linalg.det(bordered(A)), np.linalg.det(reduced(A))
    assert abs(dK + n * dM) < 1e-9 * (1 + abs(dK))
    negK = np.sum(np.linalg.eigvalsh(bordered(A)) < 0)
    assert negK == 1 + np.sum(np.linalg.eigvalsh(reduced(A)) < 0)
eig_s, eig_b = np.linalg.eigvalsh(reduced(Hs)), np.linalg.eigvalsh(reduced(Hb))
neg_s = int(np.sum(np.linalg.eigvalsh(bordered(Hs)) < 0))
neg_b = int(np.sum(np.linalg.eigvalsh(bordered(Hb)) < 0))
assert eig_s[0] > 0 and neg_s == 1
assert eig_b[0] < 0 < eig_b[1] and neg_b == 2

# Bare solution: stationary, reversed in sign, and a saddle
qb, mub = solve_charges(Hb, chi)
assert np.all(qb * q < 0)
shift = np.array([1.0, -1.0, 0.0])
E_b = energy(qb, chi, Hb)
drops = [energy(qb + t * shift, chi, Hb) - E_b for t in (1.0, 3.0)]
assert drops[0] < 0 and abs(drops[1] - 9 * drops[0]) < 1e-10
assert abs(drops[0] - 0.5 * (eta[0] + eta[1] - 2 / R[0, 1])) < 1e-10

# Uniform scaling of the bare molecule: critical scale by two roads


def lowest_bare(scale):
    return np.linalg.eigvalsh(reduced(hardness_matrix(scale * pos, eta, False)))[0]


scale_c = brentq(lowest_bare, 1.0, 3.0, xtol=1e-13)
off_diagonal = Hb - np.diag(eta)
scale_eig = eigh(-reduced(off_diagonal), reduced(np.diag(eta)),
                 eigvals_only=True)[-1]
assert abs(scale_c - scale_eig) < 1e-9
R_crit = {p: 2 / (eta[p[0]] + eta[p[1]]) for p in pairs}
scale_pair = max(R_crit[p] / R[p] for p in pairs)
assert scale_c > scale_pair
q_above = solve_charges(hardness_matrix(1.01 * scale_c * pos, eta, False), chi)[0]
q_below = solve_charges(hardness_matrix(0.99 * scale_c * pos, eta, False), chi)[0]
assert q_above[1] > 0 > q_below[1]
assert min(abs(q_above[1]), abs(q_below[1])) > 2 * abs(q[1])

# Random clusters: shielded always stable, bare fails if any pair is too close
n_clusters, n_atoms, box = 200, 5, 6.0
stable_s = stable_b = close_pair = 0
lowest_s = np.inf
for _ in range(n_clusters):
    p = box * rng.random((n_atoms, 3))
    h = rng.uniform(0.3, 0.7, n_atoms)
    low_s = np.linalg.eigvalsh(reduced(hardness_matrix(p, h, True)))[0]
    low_b = np.linalg.eigvalsh(reduced(hardness_matrix(p, h, False)))[0]
    D = distances(p) + 1e6 * np.eye(n_atoms)
    too_close = np.any(D < 2 / (h[:, None] + h[None, :]))
    assert low_s > 0
    assert not (too_close and low_b > 0)
    stable_s += low_s > 0
    stable_b += low_b > 0
    close_pair += too_close
    lowest_s = min(lowest_s, low_s)

# Bounded pair shielding that still fails: three equal collinear atoms
eta_c, spacing = 0.50, 1.0
d3 = np.array([1.0, -2.0, 1.0])


def cubic_chain(h):
    r = distances(np.array([[0.0], [h], [2 * h]]))
    return (r**3 + eta_c**-3) ** (-1 / 3)


Hc = cubic_chain(spacing)
pair_curv = 2 * eta_c - 2 * Hc[0, 1]
form_c = d3 @ Hc @ d3
chain = np.array([[0.0, 0, 0], [spacing, 0, 0], [2 * spacing, 0, 0]])
form_g = d3 @ hardness_matrix(chain, np.full(3, eta_c), True) @ d3
assert pair_curv > 0 and form_c < 0 < form_g
h_crit = brentq(lambda h: d3 @ cubic_chain(h) @ d3, 1.0, 2.0)
assert np.linalg.eigvalsh(reduced(cubic_chain(1.01 * h_crit)))[0] > 0
assert np.linalg.eigvalsh(reduced(cubic_chain(0.99 * h_crit)))[0] < 0
small = 0.05 / eta_c
ratio = (d3 @ cubic_chain(small) @ d3) / (-8 / 3 * eta_c * (eta_c * small) ** 3)
assert abs(ratio - 1) < 0.01

# ---------- output ----------
for i in range(3):
    print(f"atom {names[i]}: chi = {chi[i]:.2f} hartree, eta = {eta[i]:.2f} "
          f"hartree, Gaussian width = {sigma[i]:.4f} bohr")
for i, j in pairs:
    print(f"pair {names[i]}{names[j]}: R = {R[i, j]:.1f} bohr, bare J = "
          f"{Hb[i, j]:.4f}, shielded J = {Hs[i, j]:.4f} hartree")
    print(f"  pair curvature eta+eta-2J: bare {eta[i]+eta[j]-2*Hb[i, j]:.4f}, "
          f"shielded {eta[i]+eta[j]-2*Hs[i, j]:.4f} hartree")
    print(f"  bare critical distance = {R_crit[(i, j)]:.4f} bohr")
print("shielded charges A,B,C (e):", " ".join(f"{v:.4f}" for v in q))
print(f"shielded mu = {mu:.5f} hartree = {mu * HARTREE_EV:.3f} eV")
print(f"shielded minimum energy = {E_min:.6f} hartree")
print(f"shielded q^T H q = {form:.6f} hartree")
print("shielded reduced eigenvalues (hartree):",
      " ".join(f"{v:.4f}" for v in eig_s))
print("bare charges A,B,C (e):", " ".join(f"{v:.4f}" for v in qb))
print(f"bare mu = {mub:.5f} hartree")
print(f"bare stationary energy = {E_b:.6f} hartree")
print("bare reduced eigenvalues (hartree):",
      " ".join(f"{v:.4f}" for v in eig_b))
print(f"negative eigenvalues of bordered matrix: shielded {neg_s}, bare {neg_b}")
print(f"bare energy change, 1 e moved from A to B-type shift (1,-1,0): "
      f"{drops[0]:.4f} hartree")
print(f"bare energy change, shift 3*(1,-1,0): {drops[1]:.4f} hartree")
print(f"bare critical scale: whole molecule {scale_c:.4f}, "
      f"pair condition alone {scale_pair:.4f} (dimensionless)")
print(f"AB distance at critical scale = {scale_c * R[0, 1]:.4f} bohr")
print("bare charges 1% above critical scale (e):",
      " ".join(f"{v:.3f}" for v in q_above))
print("bare charges 1% below critical scale (e):",
      " ".join(f"{v:.3f}" for v in q_below))
print(f"random clusters: {n_clusters} of {n_atoms} atoms, box {box:.1f} bohr, "
      "eta from 0.3 to 0.7 hartree")
print(f"stable clusters: shielded {stable_s}, bare {stable_b}")
print(f"clusters with a pair below its bare critical distance: {close_pair}")
print(f"lowest shielded reduced eigenvalue found = {lowest_s:.2e} hartree")
print(f"collinear trio: eta = {eta_c:.2f} hartree, spacing = {spacing:.1f} bohr")
print(f"cubic-root J(h) = {Hc[0, 1]:.4f}, J(2h) = {Hc[0, 2]:.4f} hartree")
print(f"cubic-root neighbour pair curvature = {pair_curv:.4f} hartree")
print(f"form for (1,-2,1): cubic-root {form_c:.4f}, Gaussian {form_g:.4f} hartree")
print(f"cubic-root critical spacing = {h_crit:.4f} bohr")
print(f"small-spacing law, computed/predicted at {small:.2f} bohr = {ratio:.4f}")
print("checks complete")
```

Running it gives:

```
atom A: chi = 0.20 hartree, eta = 0.50 hartree, Gaussian width = 1.1284 bohr
atom B: chi = 0.15 hartree, eta = 0.40 hartree, Gaussian width = 1.4105 bohr
atom C: chi = 0.18 hartree, eta = 0.60 hartree, Gaussian width = 0.9403 bohr
pair AB: R = 1.8 bohr, bare J = 0.5556, shielded J = 0.3783 hartree
  pair curvature eta+eta-2J: bare -0.2111, shielded 0.1433 hartree
  bare critical distance = 2.2222 bohr
pair BC: R = 2.4 bohr, bare J = 0.4167, shielded J = 0.3513 hartree
  pair curvature eta+eta-2J: bare 0.1667, shielded 0.2974 hartree
  bare critical distance = 2.0000 bohr
pair AC: R = 3.0 bohr, bare J = 0.3333, shielded J = 0.3196 hartree
  pair curvature eta+eta-2J: bare 0.4333, shielded 0.4607 hartree
  bare critical distance = 1.8182 bohr
shielded charges A,B,C (e): -0.3567 0.4696 -0.1129
shielded mu = -0.16323 hartree = -4.442 eV
shielded minimum energy = -0.010612 hartree
shielded q^T H q = 0.021224 hartree
shielded reduced eigenvalues (hartree): 0.0586 0.2419
bare charges A,B,C (e): 0.1680 -0.2288 0.0608
bare mu = -0.17715 hartree
bare stationary energy = 0.005113 hartree
bare reduced eigenvalues (hartree): -0.1221 0.2518
negative eigenvalues of bordered matrix: shielded 1, bare 2
bare energy change, 1 e moved from A to B-type shift (1,-1,0): -0.1056 hartree
bare energy change, shift 3*(1,-1,0): -0.9500 hartree
bare critical scale: whole molecule 1.2760, pair condition alone 1.2346 (dimensionless)
AB distance at critical scale = 2.2968 bohr
bare charges 1% above critical scale (e): -4.880 6.287 -1.407
bare charges 1% below critical scale (e): 4.772 -6.167 1.395
random clusters: 200 of 5 atoms, box 6.0 bohr, eta from 0.3 to 0.7 hartree
stable clusters: shielded 200, bare 44
clusters with a pair below its bare critical distance: 146
lowest shielded reduced eigenvalue found = 3.67e-03 hartree
collinear trio: eta = 0.50 hartree, spacing = 1.0 bohr
cubic-root J(h) = 0.4807, J(2h) = 0.3969 hartree
cubic-root neighbour pair curvature = 0.0385 hartree
form for (1,-2,1): cubic-root -0.0523, Gaussian 0.0370 hartree
cubic-root critical spacing = 1.3389 bohr
small-spacing law, computed/predicted at 0.10 bohr = 0.9988
checks complete
```
